# Thermodynamic integration from a surrogate to a reference Hamiltonian: two derivations

A defect population at an anneal temperature depends on a free energy, and a surrogate potential can supply that free energy cheaply. To correct it towards an expensive reference, one must decide where to spend the reference calculations: on configurations drawn from the surrogate, on configurations drawn from the reference, or on several ensembles in between. In the silicon example below, the mean energy difference over surrogate configurations is 31.4 meV, while the required free-energy difference is 25.7 meV. The relation between these two quantities shows what a plain average over each ensemble can supply.

## The statement and its conventions

Let $H(\lambda)$ run from the surrogate $H_0$ at $\lambda=0$ to the reference $H_1$ at $\lambda=1$. Temperature $T$, particle number and volume are fixed, and $\beta=1/kT$. The canonical free energy is $F=-kT\ln Z$, with

$$
Z(\lambda)=\int e^{-\beta H(\lambda)}\,d\Gamma
\quad\text{or}\quad
Z(\lambda)=\mathrm{Tr}\,e^{-\beta H(\lambda)}
$$

for classical or quantum particles. The classical measure $d\Gamma$ includes the usual factor $1/(N!\,h^{3N})$. It and the domain of integration do not depend on $\lambda$. The result is

$$
\Delta F=F(1)-F(0)=\int_0^1\left\langle\frac{\partial H}{\partial\lambda}\right\rangle_\lambda d\lambda .
$$

The subscript means an equilibrium average with the Hamiltonian $H(\lambda)$ itself. On the linear path, $H(\lambda)=H_0+\lambda V$ with $V=H_1-H_0$, the integrand is $\langle V\rangle_\lambda$. If both Hamiltonians have the same kinetic energy, $V=U_1-U_0$ is a difference of potential energies.

## First derivation: differentiate the partition function

Assume that $Z$ is finite and positive, and that the derivative may be taken under the integral. A sufficient condition is that, near each interior $\lambda$, $|\partial H/\partial\lambda|\,e^{-\beta H}$ stays below one integrable function independent of $\lambda$. In the classical case the chain rule gives

$$
\frac{dZ}{d\lambda}=-\beta\int\frac{\partial H}{\partial\lambda}e^{-\beta H}d\Gamma .
$$

Differentiating the logarithm then gives

$$
\frac{dF}{d\lambda}=-\frac{kT}{Z}\frac{dZ}{d\lambda}
=\frac{1}{Z}\int\frac{\partial H}{\partial\lambda}e^{-\beta H}d\Gamma
=\left\langle\frac{\partial H}{\partial\lambda}\right\rangle_\lambda ,
$$

because $kT\beta=1$ and the two minus signs cancel. The unknown $Z$ now serves as the normalisation of an average, which sampling can supply without knowing $Z$. If $F$ is continuous at both ends, integration over $\lambda$ gives the result.

For quantum particles, $H$ and $\partial H/\partial\lambda$ need not commute, so the chain rule cannot be applied to the operator exponential. Write $H=H(\lambda)$, $H_h=H(\lambda+h)$ and consider $G(s)=e^{-(\beta-s)H}e^{-sH_h}$. Its derivative is

$$
\frac{dG}{ds}=e^{-(\beta-s)H}(H-H_h)e^{-sH_h}.
$$

Integrating from $s=0$ to $s=\beta$ gives

$$
e^{-\beta H_h}-e^{-\beta H}=-\int_0^\beta e^{-(\beta-s)H}(H_h-H)e^{-sH_h}ds .
$$

Now divide by $h$, let $h\to0$ and take the trace. Cyclic rotation joins the two exponentials into $e^{-\beta H}$ for every $s$, so the integral over $s$ contributes a factor $\beta$:

$$
\frac{dZ}{d\lambda}=-\beta\,\mathrm{Tr}\!\left(e^{-\beta H}\frac{\partial H}{\partial\lambda}\right).
$$

The first derivative of $F$ therefore has the classical form.

The second derivative does not. On the linear path, the classical quotient rule gives

$$
F''=\frac{d\langle V\rangle_\lambda}{d\lambda}
=-\beta\langle V^2\rangle_\lambda+\beta\langle V\rangle_\lambda^2
=-\beta\,\mathrm{Var}_\lambda(V).
$$

In the quantum case, a second $V$ stands inside the trace and prevents the two exponentials from joining. In the eigenstates of $H(\lambda)$, with energies $E_m$, the integral over $s$ leads to $F''=-\beta K$, where

$$
K=\frac1Z\sum_{mn}|V_{mn}|^2
\frac{e^{-\beta E_m}-e^{-\beta E_n}}{\beta(E_n-E_m)}-\langle V\rangle_\lambda^2 .
$$

For equal energies the fraction is replaced by its limit, $e^{-\beta E_m}$. This $K$ is the Kubo variance. With $a=e^{-\beta E_m}$ and $b=e^{-\beta E_n}$, the fraction equals $\int_0^1a^{1-u}b^u\,du$. Since $a^{1-u}b^u\le(1-u)a+ub$, it is at most $(a+b)/2$, the weight that would give the ordinary variance. Hence $K$ cannot exceed the ordinary variance.

## Second derivation: squeeze the free energy between sums

This route differentiates nothing. It uses the linear path and assumes at first that $\langle V\rangle_\lambda$ is finite on the whole closed interval.

Let $\rho_\lambda=e^{-\beta H(\lambda)}/Z(\lambda)$, so that $kT\ln\rho_\lambda=F(\lambda)-H(\lambda)$. For any two values $\lambda$ and $\mu$,

$$
kT\langle\ln\rho_\lambda-\ln\rho_\mu\rangle_\lambda
=F(\lambda)-F(\mu)+\langle H(\mu)-H(\lambda)\rangle_\lambda .
$$

The left side is not negative. Classically, $\ln t\le t-1$ with $t=\rho_\mu/\rho_\lambda$ gives

$$
\left\langle\ln\frac{\rho_\lambda}{\rho_\mu}\right\rangle_\lambda
\ge\left\langle1-\frac{\rho_\mu}{\rho_\lambda}\right\rangle_\lambda=1-1=0 .
$$

In the quantum case, let $p_m$ and $q_a$ be the eigenvalues of $\rho_\lambda$ and $\rho_\mu$, and $w_{ma}$ the squared overlaps of their eigenvectors. Each row and each column of $w$ sums to one. The same inequality gives

$$
\sum_{ma}w_{ma}p_m\ln\frac{p_m}{q_a}\ge\sum_{ma}w_{ma}(p_m-q_a)=1-1=0 .
$$

Since $H(\mu)-H(\lambda)=(\mu-\lambda)V$, both cases yield the Gibbs–Bogoliubov inequality

$$
F(\mu)\le F(\lambda)+(\mu-\lambda)\langle V\rangle_\lambda .
$$

Take $\mu=\lambda+h$ with $h>0$ for an upper bound on $F(\lambda+h)-F(\lambda)$. Then exchange the two points for a lower bound:

$$
h\langle V\rangle_{\lambda+h}\le F(\lambda+h)-F(\lambda)\le h\langle V\rangle_\lambda .
$$

The integrand therefore never rises with $\lambda$. Divide the unit interval into $n$ steps of length $h=1/n$ and add the inequalities. The free energies at interior points cancel in pairs, leaving

$$
\frac1n\sum_{j=1}^{n}\langle V\rangle_{j/n}\le\Delta F\le
\frac1n\sum_{j=0}^{n-1}\langle V\rangle_{j/n}.
$$

The two sums differ by $(\langle V\rangle_0-\langle V\rangle_1)/n$, which vanishes as $n\to\infty$. The integral of a non-increasing function lies between the same two sums. Hence $\Delta F$ equals that integral.

For $n=1$ the result is $\langle V\rangle_1\le\Delta F\le\langle V\rangle_0$. Averaging the energy difference over surrogate configurations gives an upper bound; averaging it over reference configurations gives a lower one.

## A silicon atom in its cage

Consider one silicon atom, displaced by $(x,y,z)$ from the centre of a fixed tetrahedral cage, at 1200 K. The surrogate and reference potentials are

$$
U_0=\tfrac12k_0r^2,\qquad
U_1=\tfrac12k_1r^2+g\,xyz+c\,r^4 .
$$

The chosen values are $k_0=12$ and $k_1=14$ eV/Å$^2$, $g=35$ eV/Å$^3$ and $c=5$ eV/Å$^4$. The term $xyz$ is the cubic term allowed by tetrahedral symmetry; the quartic term is taken as isotropic. Motion is classical at first, and the kinetic energy is common to both models.

The thermal energy is $kT=103.408$ meV. At $\lambda=0$ each coordinate has variance $\sigma^2=kT/k_0$, or an rms displacement of 0.093 Å. The average of $xyz$ vanishes by symmetry. The other averages are $\langle r^2\rangle=3\sigma^2$ and $\langle r^4\rangle=3(3\sigma^4)+6\sigma^4=15\sigma^4$. Thus

$$
\langle V\rangle_0=\tfrac32(k_1-k_0)\sigma^2+15c\sigma^4
=25.85+5.57=31.42\ \mathrm{meV}.
$$

Sums over a uniform grid of displacements give 25.289 meV at $\lambda=0.5$ and 21.500 meV at $\lambda=1$. The integrand falls, as it must. Evaluating the two configuration integrals on the same grid gives $\Delta F=25.665$ meV, or $9.43\times10^{-4}$ hartree.

The three averages already show what each choice of ensembles buys:

- The plain average of $V$ over surrogate configurations overestimates $\Delta F$ by 5.76 meV, or 22% of it. The plain average over reference configurations underestimates it by 4.16 meV.
- The mean of the two ends is 26.461 meV, too high by 0.80 meV.
- Simpson's rule gives $(31.421+4\times25.289+21.500)/6=25.680$ meV, too high by 0.014 meV.
- The sums with $n=2$ guarantee that $\Delta F$ lies between 23.39 and 28.36 meV.

Three-point Gauss–Legendre quadrature, which uses neither end, gives 25.665 meV when the averages come from the grid. In practice they come from sampling. Metropolis runs at these nodes used 4000 independent walkers, with 200 discarded and 800 recorded steps each. They gave $29.698\pm0.062$, $25.238\pm0.047$ and $22.289\pm0.040$ meV, where the uncertainties are standard errors. With the quadrature weights,

$$
\Delta F=0.2778(29.698)+0.4444(25.238)+0.2778(22.289)=25.66\ \mathrm{meV},
$$

with a standard error of 0.03 meV. Here the statistical error exceeds the quadrature error, so further effort belongs in longer runs rather than in more nodes. That conclusion holds for this smooth integrand.

The path is a matter of convenience. If the stiffness is switched as $\lambda^2$ and the anharmonic terms as $\lambda$, the integrand becomes $\langle\lambda(k_1-k_0)r^2+g\,xyz+c\,r^4\rangle_\lambda$. Its integral, by eight-point Gauss quadrature, is again 25.665 meV.

## What the number contains

If the anharmonic terms are dropped, equipartition gives $\langle r^2\rangle_\lambda=3kT/k_\lambda$, with $k_\lambda=k_0+\lambda(k_1-k_0)$. The integral can then be done by hand:

$$
\Delta F_{\rm harm}=\frac{3kT}{2}\int_0^1\frac{k_1-k_0}{k_\lambda}d\lambda
=\frac{3kT}{2}\ln\frac{k_1}{k_0}=23.91\ \mathrm{meV}.
$$

Adding the anharmonic terms raises this by 1.75 meV. At leading order this is a near cancellation of about $+4.1$ meV from the quartic term and $-2.4$ meV from the cubic term, so its sign depends on the chosen $c$ and $g$ and is not a prediction for silicon.

The change in mean energy is a different quantity. Classically, on the linear path,

$$
\frac{d\langle H\rangle_\lambda}{d\lambda}
=\langle V\rangle_\lambda-\beta\left[\langle HV\rangle_\lambda-\langle H\rangle_\lambda\langle V\rangle_\lambda\right].
$$

The bracket describes the response of the distribution, which does not appear in $dF/d\lambda$. In the example, $\Delta E=-1.80$ meV and $T\Delta S=-27.47$ meV, so $\Delta F=\Delta E-T\Delta S=25.67$ meV. The anharmonic terms give the reference a slightly lower mean energy; a change of stiffness alone would leave the classical mean energy unchanged. Its free energy is nevertheless higher, mainly because its stiffer cage leaves the atom less room.

Suppose that this error enters a defect's formation free energy once, with no compensating error in the perfect crystal. The surrogate then makes the formation free energy too low, and it overestimates a dilute equilibrium population by a factor of $e^{25.665/103.408}=1.28$.

## Quantum motion and the real lattice

The surrogate's vibrational quantum is $\hbar\omega=42.3$ meV. At 300 K, where $kT=25.9$ meV, classical motion is a poor approximation: the classical $\Delta F$ is 6.08 meV. Diagonalization in an oscillator basis gives 7.60 meV, as does the integral of the quantum averages. At $\lambda=0.5$ the curvature $F''$ is $-1.345$ meV, equal to $-\beta K$ at this precision, whereas the ordinary variance would give $-2.181$ meV. At 1200 K quantum motion adds about 0.5 meV to $\Delta F$.

The stiffness and the cubic coefficient have the rough size of silicon's on-site values. The quartic coefficient is a model choice, large enough to leave the well with a single minimum (this needs $c$ above about 1.8 eV/Å$^4$). None of the parameters is fitted to an electronic-structure calculation. A real lattice breaks the assumption of a fixed cage. To size its expansion, take a rough Grüneisen parameter $\gamma=1$ and a rough linear expansion coefficient $\alpha=4\times10^{-6}$ K$^{-1}$. Frequencies scale as (volume)$^{-\gamma}$, hence stiffness as (volume)$^{-2\gamma}$. Heating from 300 to 1200 K changes $k_1$ by about $-6\gamma\alpha(900\ \mathrm K)=-2.2\%$. With the surrogate and the anharmonic coefficients held fixed, $\Delta F$ falls by 3.4 meV, or 13%. This is the shift for a surrogate that does not respond to expansion. If $k_0$ softened by the same fraction, the harmonic part of $\Delta F$, which depends only on $k_1/k_0$, would not change, and the shift would almost vanish.

The cage also breathes. If its four atoms move independently with the reference's harmonic amplitude, their mean outward displacement has an rms value half that of one atom along one axis. For a rough bond length of 2.35 Å this is a strain of 1.8%. Averaging the reference configuration integral over that strain, with the same scaling of $k_1$ and the surrogate again held fixed, lowers $\Delta F$ by 1.2 meV. This shift, too, would almost vanish if the surrogate's stiffness scaled in the same way. These are estimates of size: the expansion shift scales with $\gamma$, and the mode-averaged value that goes with this $\alpha$ in silicon is nearer 0.6 than 1. In a real lattice the neighbours move with the atom, so its displacement from the lattice site is larger than the fixed-cage value. Collective vibrations and migration out of the cage remain outside the model, as does the error of whatever electronic-structure method serves as the reference.

## What each derivation assumes

Both derivations require equilibrium, finite partition functions and a common space of states. Both allow the kinetic energy to change, provided that its difference is kept in $V$. For example, in units with $kT=1$, take $H_0=(p^2+q^2)/2$ and $H_1=p^2(1+q^2)/5+q^4/4$. Numerical integration over phase space gives $\Delta F=-0.279$. Averaging the potential difference alone along the same path gives $-0.034$.

The first derivation needs a differentiable $Z$. In return it gives the local slope on any smooth path, and it yields the curvature. The second needs no derivative of an exponential and treats classical and quantum systems alike. It even allows the integrand to jump, as it may at a phase transition in the limit of a large system. Its simple sums, however, belong to the linear path. It also supplies guaranteed bounds, provided that the averages are true equilibrium values. A run trapped in a metastable state can give a wrong slope and wrong bounds.

They also differ at a singular end. Let a free particle in a sphere of unit radius acquire a central core $\lambda r^{-12}$, again with $kT=1$. Without the core, the variable $s=r^3$ is uniformly distributed between 0 and 1; the core adds the weight $e^{-\lambda s^{-4}}$, so

$$
\langle V\rangle_\lambda=\frac{1}{Z}\int_0^1s^{-4}e^{-\lambda s^{-4}}ds
=\frac{\lambda^{-3/4}}{Z}\int_0^{\lambda^{-1/4}}t^{-4}e^{-t^{-4}}dt ,
$$

with $s=\lambda^{1/4}t$ and $Z$ normalised to one at $\lambda=0$. As $\lambda\to0$ the last integral tends to a constant, and the integrand diverges as $\lambda^{-3/4}$. The upper sum of the second derivation is then infinite. The theorem survives: either derivation applies from a small $\varepsilon>0$ to 1, and $F(\varepsilon)\to F(0)$. A quadrature rule that evaluates $\lambda=0$ fails, and one that merely avoids it converges slowly: 16-point Gauss–Legendre quadrature in $\lambda$ gives 2.77 against the exact 3.011. Substituting $\lambda=u^4$ multiplies the integrand by $4u^3$ and removes the divergence.

For the silicon surrogate both ends are finite and the integrand is smooth. Thermodynamic integration then needs only a few intermediate ensembles, each sampled with its own mixed Hamiltonian. For classical particles, the identity $Z(1)/Z(0)=\langle e^{-\beta V}\rangle_0$ offers another route, which reweights surrogate configurations; the costs of the two routes are not compared here.
